# Shot-Noise-Limited Read Time of a Tunnel Junction, with First Corrections: test program

```python
# Result under test: two tunnel currents I1 > I0, integrated for a time t, have
# a threshold k standard deviations from each mean when
#     t = k^2 e / (sqrt(I1) - sqrt(I0))^2       (shot noise only).
# e: elementary charge; N = I t / e: mean electron count; k: margin in sigmas.
# Extra noise: thermal factor F, reset noise r (electrons), resistor noise,
# and a relative current spread s that integration does not average away.
# Device dimensions, permittivity and fields are rough typical inputs.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit, gammaincinv, gammainccinv
from scipy.stats import norm, poisson

e, kB, h = const.e, const.k, const.h
I1, I0, k = 10e-12, 5e-12, 5.0
bias, temp, hot = 0.1, 300.0, 358.0
side, thick, eps_r = 100e-9, 2e-9, 100.0
R_feedback, C_int, spread = 1e9, 10e-15, 0.02
coercive, breakdown = 2.0, 5.0  # MV/cm, rough

t_shot = k**2 * e / (np.sqrt(I1) - np.sqrt(I0))**2
N1, N0 = I1 * t_shot / e, I0 * t_shot / e
I_th = np.sqrt(I1 * I0)
N_th = I_th * t_shot / e

# Required time from moments summed over the count distribution.
counts = np.arange(0, 3000)


def summed_moments(mean_count):
    p = poisson.pmf(counts, mean_count)
    mean = np.sum(p * counts)
    return mean, np.sqrt(np.sum(p * (counts - mean)**2))


def margin_from_distribution(t):
    m1, s1 = summed_moments(I1 * t / e)
    m0, s0 = summed_moments(I0 * t / e)
    return m1 - m0 - k * (s1 + s0)


t_root = brentq(margin_from_distribution, 1e-7, 2e-5, xtol=1e-16)
assert abs(t_root / t_shot - 1) < 1e-7
assert abs(t_shot * 1e6 - 4.7) < 0.05

# Independent events generated from random waiting times.
rng = np.random.default_rng(12)
arrival = np.cumsum(rng.exponential(e / I1, size=(10000, 420)), axis=1)
assert np.all(arrival[:, -1] > t_shot)
sampled = np.sum(arrival < t_shot, axis=1)
sample_ratio = sampled.var(ddof=1) / sampled.mean()
assert abs(sampled.mean() / N1 - 1) < 0.004
assert abs(sample_ratio - 1) < 0.07  # about five sampling errors
del arrival

# White current noise 2eI seen through a rectangular time window.
x = np.linspace(0, 200, 40001)
window = trapezoid(np.sinc(x)**2, x) + 1 / (2 * np.pi**2 * x[-1])
var_charge = 2 * e * I1 * t_shot * window
assert abs(var_charge / (e**2 * N1) - 1) < 1e-4

# Scan thresholds, requiring at least k sigmas on both sides.
trial = np.linspace(5.01e-12, 9.99e-12, 49801)
t_trial = np.maximum(k**2 * e * I1 / (I1 - trial)**2,
                     k**2 * e * I0 / (trial - I0)**2)
best = np.argmin(t_trial)
assert abs(trial[best] / I_th - 1) < 1e-4
assert abs(t_trial[best] / t_shot - 1) < 1e-3
t_mid = k**2 * e * I1 / ((I1 - I0) / 2)**2
assert abs(np.interp(7.5e-12, trial, t_trial) / t_mid - 1) < 1e-5

# Poisson tails, and the shortest time meeting the Gaussian error target.
p_gauss = norm.sf(k)
cut = int(np.floor(N_th))
p_high_from_0 = poisson.sf(cut, N0)
p_low_from_1 = poisson.cdf(cut, N1)
m = np.arange(100, 351)
t_low = gammainccinv(m + 1, p_gauss) * e / I1
t_high = gammaincinv(m + 1, p_gauss) * e / I0
allowed = np.flatnonzero(t_low <= t_high)
pick = allowed[np.argmin(t_low[allowed])]
t_poisson, cut_poisson = t_low[pick], int(m[pick])
assert poisson.sf(cut_poisson, I0 * t_poisson / e) <= p_gauss * (1 + 1e-6)
assert poisson.cdf(cut_poisson, I1 * t_poisson / e) <= p_gauss * (1 + 1e-6)
assert abs(t_poisson / t_shot - 1) < 0.1


# Thermal factor from forward and backward tunnelling rates.
def thermal_factor(T):
    return 1 / np.tanh(e * bias / (2 * kB * T))


energy = np.linspace(-2, 2, 16001)  # eV
for T in (temp, hot):
    kt = kB * T / e
    left = expit(-(energy - bias) / kt)
    left_empty = expit((energy - bias) / kt)
    right, right_empty = expit(-energy / kt), expit(energy / kt)
    transmission = 1e-7 * np.exp(energy / 0.3)
    forward = trapezoid(transmission * left * right_empty, energy)
    backward = trapezoid(transmission * right * left_empty, energy)
    ratio = (forward + backward) / (forward - backward)
    assert abs(ratio / thermal_factor(T) - 1) < 1e-6

# Partition noise: repeated attempts with a transmission that is not small.
D_test, law = 0.1, np.array([1.0])
for _ in range(200):
    law = np.convolve(law, [1 - D_test, D_test])
n = np.arange(law.size)
mean_n = np.sum(n * law)
assert abs(np.sum((n - mean_n)**2 * law) / mean_n - (1 - D_test)) < 1e-9
sum_transmission = I1 / bias / (2 * e**2 / h)

# Reset noise and resistor noise checked against equipartition.
r_reset = np.sqrt(kB * temp * C_int) / e
q_unit = np.sqrt(kB * temp * C_int)
q = np.linspace(-10, 10, 4001)
weight = np.exp(-(q * q_unit)**2 / (2 * C_int * kB * temp))
var_q = trapezoid(q**2 * weight, q) / trapezoid(weight, q)
assert abs(np.sqrt(var_q) * q_unit / e / r_reset - 1) < 1e-8
resistor_rate = 2 * kB * temp / (R_feedback * e**2)
S_resistor = 2 * resistor_rate * e**2  # one-sided current noise
lorentz = quad(lambda u: 1 / (1 + u**2), 0, np.inf)[0]
v2 = S_resistor * R_feedback**2 * lorentz / (2 * np.pi * R_feedback * C_int)
assert abs(v2 / (kB * temp / C_int) - 1) < 1e-8


def margin(t, F=1.0, r=0.0, rate=0.0, s=0.0):
    n1, n0 = I1 * t / e, I0 * t / e
    s1 = np.sqrt(F * n1 + r**2 + rate * t + (s * n1)**2)
    s0 = np.sqrt(F * n0 + r**2 + rate * t + (s * n0)**2)
    return n1 - n0 - k * (s1 + s0)


def required_time(**noise):
    return brentq(lambda t: margin(t, **noise), 1e-8, 1e-2, xtol=1e-16)


F300, F358 = thermal_factor(temp), thermal_factor(hot)
t_300, t_358 = required_time(F=F300), required_time(F=F358)
assert abs(t_300 / (F300 * t_shot) - 1) < 1e-8
t_resistor = required_time(rate=resistor_rate)
t_reset = required_time(r=r_reset)
t_spread = required_time(s=spread)
t_combined = required_time(F=F300, r=r_reset, s=spread)
s_limit = (I1 - I0) / (k * (I1 + I0))
assert margin(10.0, s=0.99 * s_limit) > 0
assert all(margin(t, s=1.01 * s_limit) < 0 for t in np.logspace(-8, 2, 201))
assert t_combined > max(t_300, t_reset, t_spread) > t_shot

C_j = const.epsilon_0 * eps_r * side**2 / thick
charging = C_j * bias / e
field = bias / thick / 1e8
assert field < coercive < breakdown
assert e / C_j < 0.01 * bias

print(f"Input currents: {I1*1e12:.1f} and {I0*1e12:.1f} pA")
print(f"Margin on each side: {k:.1f} standard deviations")
print(f"Shot-noise-limited time: {t_shot*1e6:.3f} microseconds")
print(f"Time from summed distributions: {t_root*1e6:.3f} microseconds")
print(f"Mean counts: {N1:.2f} and {N0:.2f} electrons")
print(f"Standard deviations: {N1**0.5:.3f} and {N0**0.5:.3f} electrons")
print(f"Threshold count: {N_th:.2f} electrons")
print(f"Threshold current: {I_th*1e12:.3f} pA")
print(f"Time with midpoint threshold: {t_mid*1e6:.3f} microseconds")
print(f"Sampled variance/mean: {sample_ratio:.3f} (dimensionless)")
print(f"Gaussian error per state: {p_gauss:.3e} (probability)")
print(f"Poisson error, low state read high: {p_high_from_0:.3e} (probability)")
print(f"Poisson error, high state read low: {p_low_from_1:.3e} (probability)")
print(f"Time for both Poisson errors: {t_poisson*1e6:.3f} microseconds")
print(f"Largest count read as low then: {cut_poisson} electrons")
print(f"Read bias: {bias:.2f} V")
print(f"Temperatures: {temp:.0f} and {hot:.0f} K")
print(f"Thermal factors: {F300:.4f} and {F358:.4f} (dimensionless)")
print(f"Times with thermal factor: {t_300*1e6:.3f}, {t_358*1e6:.3f} microseconds")
print(f"Summed channel transmission: {sum_transmission:.2e} (dimensionless)")
print(f"Junction side and thickness: {side*1e9:.0f} and {thick*1e9:.1f} nm")
print(f"Relative permittivity, rough: {eps_r:.0f} (dimensionless)")
print(f"Junction capacitance: {C_j*1e15:.2f} fF")
print(f"Capacitive charging on bias step: {charging:.0f} electrons")
print(f"Single-electron voltage step: {e/C_j*1e3:.4f} mV")
print(f"Read field: {field:.2f} MV/cm")
print(f"Rough coercive, breakdown fields: {coercive:.1f}, {breakdown:.1f} MV/cm")
print(f"Feedback resistance: {R_feedback/1e9:.1f} GOhm")
print(f"Time with resistor noise: {t_resistor*1e6:.2f} microseconds")
print(f"Integration capacitance: {C_int*1e15:.1f} fF")
print(f"Reset noise: {r_reset:.2f} electrons rms")
print(f"Time with reset noise: {t_reset*1e6:.2f} microseconds")
print(f"Assumed relative current spread: {spread*100:.1f} percent")
print(f"Time with current spread: {t_spread*1e6:.2f} microseconds")
print(f"Largest tolerable spread limit: {s_limit*100:.2f} percent")
print(f"Time, thermal + reset + spread: {t_combined*1e6:.2f} microseconds")
print("finished without a failed check")
```

Printed output:

```
Input currents: 10.0 and 5.0 pA
Margin on each side: 5.0 standard deviations
Shot-noise-limited time: 4.669 microseconds
Time from summed distributions: 4.669 microseconds
Mean counts: 291.42 and 145.71 electrons
Standard deviations: 17.071 and 12.071 electrons
Threshold count: 206.07 electrons
Threshold current: 7.071 pA
Time with midpoint threshold: 6.409 microseconds
Sampled variance/mean: 1.006 (dimensionless)
Gaussian error per state: 2.867e-07 (probability)
Poisson error, low state read high: 1.025e-06 (probability)
Poisson error, high state read low: 7.984e-08 (probability)
Time for both Poisson errors: 4.656 microseconds
Largest count read as low then: 209 electrons
Read bias: 0.10 V
Temperatures: 300 and 358 K
Thermal factors: 1.0427 and 1.0814 (dimensionless)
Times with thermal factor: 4.868, 5.049 microseconds
Summed channel transmission: 1.29e-06 (dimensionless)
Junction side and thickness: 100 and 2.0 nm
Relative permittivity, rough: 100 (dimensionless)
Junction capacitance: 4.43 fF
Capacitive charging on bias step: 2763 electrons
Single-electron voltage step: 0.0362 mV
Read field: 0.50 MV/cm
Rough coercive, breakdown fields: 2.0, 5.0 MV/cm
Feedback resistance: 1.0 GOhm
Time with resistor noise: 37.93 microseconds
Integration capacitance: 10.0 fF
Reset noise: 40.17 electrons rms
Time with reset noise: 15.47 microseconds
Assumed relative current spread: 2.0 percent
Time with current spread: 5.14 microseconds
Largest tolerable spread limit: 6.67 percent
Time, thermal + reset + spread: 16.56 microseconds
finished without a failed check
```
